The Misawa spin-scaling relation for the RPA correlation energy

Q: I am told that the RPA correlation energy per electron of a fully polarized electron gas at radius rs is half that of the unpolarized gas at rs/2^(4/3). Polarizing a gas changes its Fermi sphere, its screening and its exchange. Why should so simple a rule survive? Begin with what you mean by the energy.

A: I mean direct RPA, the version without exchange, for a three-dimensional uniform gas at zero temperature with parabolic bands, a neutralizing background and v(q) = 4π/q². I use atomic units, and rs is the Wigner–Seitz radius of the total density n.

Scale the interaction by λ, from 0 to 1, with the spin populations held fixed. By the Hellmann–Feynman theorem, the derivative of the energy with respect to λ is the expectation value of the full interaction in the state at λ. Per volume this is

½ ∫d³q/(2π)³ v(q) [S_λ(q) − n], S_λ(q) = ⟨ρ_q ρ_q†⟩_λ / V,

where ρ_q is a Fourier component of the density and −n removes the interaction of each electron with itself. The value at λ = 0 gives the exchange energy. Subtracting it leaves correlation:

n ε_c = ½ ∫d³q/(2π)³ v ∫₀¹dλ [S_λ − S_0].

The density response at imaginary frequency iω, written with excitation energies E_m, is

χ_λ(q,iω) = −(1/V) Σ_m |⟨m|ρ_q†|0⟩|² 2E_m/(E_m² + ω²).

Since ∫dω/(2π) 2E/(E² + ω²) = 1 over the whole real axis, S_λ = −∫dω/(2π) χ_λ. Therefore

n ε_c = −½ ∫d³q/(2π)³ ∫dω/(2π) ∫₀¹dλ v (χ_λ − χ_0).

So far nothing is approximate. RPA enters through the choice of χ_λ.

Q: That choice is where spin could do damage. What do you assume?

A: Each electron responds as an independent particle to the external potential φ plus the Hartree potential of the induced density. Both act equally on the two spins. For spin channel s,

δn_s = χ_s (φ + λ v δn), δn = Σ_s δn_s.

Summing over s gives δn = χ_0(φ + λvδn), with χ_0 = Σ_s χ_s, and so

χ_λ = χ_0/(1 − λvχ_0).

Put u = −vχ_0, which is positive, as shown below. Then

v(χ_λ − χ_0) = −u/(1 + λu) + u = λu²/(1 + λu).

The middle expression integrates over λ to u − ln(1 + u). With the factor −½ in front,

n ε_c = ½ ∫d³q/(2π)³ ∫dω/(2π) [ln(1 + u) − u].

Spin now enters in two places: the number of channels in χ_0, and the Fermi wavevector that a given density requires.

Q: Then show me the response of one channel. I want to see its dependence on the Fermi wavevector.

A: First-order perturbation theory for independent electrons with occupations n_k and energies ε_k = k²/2 gives

χ_s = ∫d³k/(2π)³ (n_k − n_{k+q}) / (iω + ε_k − ε_{k+q}).

Let Δ = ε_{k+q} − ε_k = q²/2 + k·q. In the term with n_{k+q}, substitute k → −k − q. This turns n_{k+q} into n_k and Δ into −Δ. The two terms combine as

1/(iω − Δ) − 1/(iω + Δ) = 2Δ/[(iω)² − Δ²] = −2Δ/(Δ² + ω²),

so that

χ_s = −∫_{k<k_F} d³k/(2π)³ 2Δ/(Δ² + ω²).

Now measure everything by the Fermi wavevector of the channel: k = k_F κ, q = k_F x, ω = k_F² y. Then Δ = k_F² D with D = x²/2 + κ·x. The volume element supplies k_F³ and the fraction supplies k_F⁻². Hence

χ_s = −k_F F(x,y), F(x,y) = ∫_{κ<1} d³κ/(2π)³ 2D/(D² + y²).

F depends on the length of x alone and contains no density.

Q: D can be negative inside the sphere. Why is u positive?

A: If κ and κ + x are both inside the sphere, the point −κ − x is also inside, and it has the opposite D. Such contributions cancel in pairs. What remains has κ inside and κ + x outside, where D = (|κ + x|² − κ²)/2 > 0. So F > 0, χ_0 < 0 and u > 0. This is the Pauli principle at work: transitions into filled states drop out.

Q: Can F be evaluated, or does it remain a symbol?

A: The proof needs only its scaling, but numbers need its value. Slice the sphere perpendicular to x. The slice at height z has area π(1 − z²). With a = x/2 and b = y/x we have D = x(z + a) and y = xb, so

F = 1/(4π²x) ∫₋₁¹ dz (1 − z²)(z + a)/[(z + a)² + b²].

Set t = z + a, so that 1 − z² = 1 − a² + 2at − t². Dividing the powers of t by t² + b² turns the integrand into

(1 − a² + b²) t/(t² + b²) + 2a − 2ab²/(t² + b²) − t.

Integrate from a − 1 to a + 1. The constant gives 4a and the last term gives −2a. The result is

F = J/(4π²x), J = 2a + ½(1 + b² − a²)L − 2abA,

L = ln{[(a + 1)² + b²]/[(a − 1)² + b²]},

A = arctan[(a + 1)/b] − arctan[(a − 1)/b].

Q: Fine. Now put the two gases side by side.

A: Treat them together. Let g channels be equally filled: g = 1 is the polarized gas, g = 2 the unpolarized one. Then χ_0 = −g k_F F, and with v = 4π/(k_F²x²),

u = (g/k_F) · 4πF/x² = αH(x,y), α = g/k_F, H = 4πF/x².

The measure d³q dω equals k_F⁵ d³x dy, and g filled spheres hold the density n = g k_F³/(6π²). Dividing by n gives

ε_c = (k_F²/g) Φ(α),

Φ(α) = 3π² ∫d³x/(2π)³ ∫dy/(2π) [ln(1 + αH) − αH].

The factor 3π² is 6π² times ½. Both gases share this one function Φ. In its argument, 1/k_F measures the Coulomb energy, of order k_F, against the kinetic energy, of order k_F². The factor g counts the channels that take part in screening.

Q: You have pulled powers of k_F out of an integral over a long-range interaction. Does Φ exist? A divergence would make the scaling empty.

A: It exists for every α > 0. We need bounds on F; below, C stands for constants that may differ from place to place.

First, F(x,y) ≤ F(x,0), because after the pair cancellation all D are positive. F(x,0) is bounded, as the closed form shows. For x ≥ 4 we have D ≥ x²/2 − x ≥ x²/4, so F ≤ C/x² there.

Second, replacing D² + y² by y² gives F ≤ (1/y²)∫d³κ/(2π)³ 2D. The cancelling pairs may be put back, and κ·x averages to zero over the sphere. This leaves F ≤ x²/(6π²y²), and so u ≤ 2α/(3πy²).

At small x use 0 ≤ u − ln(1 + u) ≤ u. For |y| < x take u ≤ Cα/x², and for |y| > x take the second bound. Both parts of the y integral are then at most of order 1/x. With x²dx from the volume element, the remaining integral is of the form ∫x dx, which converges at zero.

At large x use u − ln(1 + u) ≤ u²/2. For |y| < x² take u ≤ Cα/x⁴, and beyond that the second bound. The y integral of u² is at most of order x⁻⁶, and ∫x²·x⁻⁶ dx converges at infinity. The change of variables is therefore legitimate.

Q: And the relation?

A: Call the Fermi wavevectors k₁ for the polarized gas and k₀ for the unpolarized gas. The arguments of Φ agree when

1/k₁ = 2/k₀, that is, k₀ = 2k₁.

With that choice,

ε_c(polarized) = k₁² Φ(1/k₁),

ε_c(unpolarized) = (2k₁)²/2 · Φ(1/k₁) = 2k₁² Φ(1/k₁).

The first is half the second. It remains to turn wavevectors into radii. Equating n = 3/(4πrs³) with g k_F³/(6π²) gives

k_F = [9π/(2g)]^(1/3) / rs.

If the partner has radius rs₀, then k₀/k₁ = 2^(−1/3) rs/rs₀. Setting this equal to 2 gives rs₀ = rs/(2·2^(1/3)) = rs/2^(4/3). Thus, writing ζ for the polarization,

ε_c(rs, ζ=1) = ½ ε_c(rs/2^(4/3), ζ=0),

for every rs > 0. Physically, the polarized gas has one screening channel where its partner has two. The partner makes up for this by a doubled Fermi wavevector, which halves the relative strength of the interaction.

Q: Give me a case with numbers, and no scaling hidden in the arithmetic.

A: Take a polarized gas with a radius of 2 Å, a round model value. Its density is 3/(4π·2³) = 0.02984 Å⁻³, and k₁ = (9π/2)^(1/3)/2 = 1.209 Å⁻¹. The partner has radius 2/2^(4/3) = 0.794 Å, density 0.4775 Å⁻³ and k₀ = 2.418 Å⁻¹. The density is sixteen times larger: the cube of 2^(4/3) is 2⁴.

Look first at one point of the integrand, x = y = 1, so a = ½ and b = 1. For the polarized gas u = 4πF/k₁ = J/(πk₁), or

u = [1 + (7/8) ln 2.6 − arctan(3/2) − arctan(1/2)]/(πk₁).

Here k₁ must be in atomic units, (9π/2)^(1/3)/3.7795, since 2 Å is rs = 3.7795. This gives u = 0.1939. In the partner the numerator gains a factor 2 from the second channel and the denominator a factor 2 from k₀. Direct integration over each Fermi sphere gives 0.1939 for both.

The full integrals give

polarized, radius 2 Å: ε_c = −0.9339 eV (−0.03432 hartree),

partner, radius 0.794 Å: ε_c = −1.8678 eV (−0.06864 hartree).

Half of −1.8678 eV is −0.9339 eV. The numerical check uses grids of wavevector and frequency fixed in absolute units, the same for both gases, so the grids do not follow the scaling. The polarized energy differs from half the partner's by about 3 parts in 10⁸, relative to the latter. Doing the λ integral numerically instead of using the logarithm gives the same −0.9339 eV.

Q: Could I then say that polarizing a gas at fixed density halves its RPA correlation energy?

A: No. At a radius of 2 Å the unpolarized gas has −1.305 eV, so the ratio of polarized to unpolarized is 0.716. The relation accounts for this number: it is ½ × 1.8678/1.3047. It exceeds one half because the unpolarized correlation energy is larger in magnitude at the partner's higher density. The ratio is 0.751 at 4 Å and 0.684 at 1 Å.

Q: The ratio is falling. Does it reach one half at high density?

A: It tends to one half, slowly. High density means small α. For x well above √α, u is small and ln(1 + u) − u ≈ −u²/2. To see how this behaves at small x, expand J at small a with b fixed: L ≈ 4a/(1 + b²) and A ≈ 2 arctan(1/b), so

F ≈ [1 − b arctan(1/b)]/(2π²).

This is finite, so H² grows as x⁻⁴ at fixed b. With d³x dy proportional to x³dx db, the second-order term becomes α²∫dx/x, from x of order √α to x of order 1. That is ½α² ln(1/α) times a constant. The region below √α adds only terms of order α² without the logarithm, by the small-x bound above, and so do the higher powers of u above √α. Hence, with a positive constant B,

Φ ≈ −Bα² ln(1/α), ε_c ≈ −gB ln(k_F/g),

to leading order. At equal density the two logarithms differ by a constant, while the prefactors have the ratio 1 : 2. So the same-density ratio approaches ½ as rs → 0, with corrections that die off as 1/ln(1/rs). The spin-scaling relation needs no such limit.

Q: You left out exchange in the response. If the rule followed from counting spins and lengths, wouldn't it hold for the true correlation energy as well?

A: The same counting shows why not. Take a term of order m in the interaction with ℓ closed fermion loops. Each loop carries a free spin sum, so the total goes as g^ℓ, and the energy per electron as g^(ℓ−1). The term has m Coulomb factors, each scaling as k_F, and m − 1 energy denominators, each scaling as k_F². Together,

ε^(m,ℓ) ∝ g^(ℓ−1) k_F^(2−m).

Going from the polarized gas to its partner doubles both g and k_F. Half the partner's term is therefore

½ · 2^(ℓ−1) · 2^(2−m) = 2^(ℓ−m)

times the polarized term. The ring terms that make up direct RPA have ℓ = m and obey the relation. Second-order exchange has m = 2 but ℓ = 1. It has the same value per electron in both gases, where the relation would need a factor of two.

For the infinite gas this counting is not a proof for the rings, because their individual terms diverge. Order m behaves as ∫x³·x^(−2m) dx at small x, which is already logarithmic for m = 2. The proof rests on the summed logarithm, which converges.

Q: Perhaps second-order exchange happens to vanish.

A: It cannot. Two electrons in occupied states i, j scatter into empty states a, b. The exchange term is −½ times a product of two positive Coulomb factors, divided by ε_i + ε_j − ε_a − ε_b, which is negative. Every contribution is positive.

A finite example makes this concrete. Put plane waves in a periodic box, with seven occupied wavevectors per spin and a finite set of empty ones. Compare 7 polarized electrons at radius 2 Å with 14 unpolarized electrons at the partner density. Explicit spin sums give, per electron,

direct: −0.943 eV polarized, −1.885 eV partner,

exchange: +0.618 eV polarized, +0.618 eV partner.

The direct part obeys the relation. For the sum, the polarized value is −0.324 eV, while half the partner's is −0.633 eV. The gap of 0.309 eV is half the exchange term, as the counting requires. These energies belong to a small box with a truncated set of states, and are not estimates for the infinite gas.

In this box the second-order energies do not depend on density, since k_F^(2−m) = 1 for m = 2, while higher orders fade as k_F grows. At high enough density the exact correlation energy of the box model therefore breaks the relation too. The relation can serve as a check on a direct-RPA calculation or a fit to one. Imposing it on a correlation energy that includes exchange would be an additional approximation.

Numbers as computed

```
MAIN EXAMPLE
radius, polarized gas            2.0000 angstrom
radius, unpolarized partner      0.7937 angstrom
rs, polarized gas                3.7795 (dimensionless)
rs, unpolarized partner          1.4999 (dimensionless)
density, polarized gas           0.029842 angstrom^-3
density, unpolarized partner     0.477465 angstrom^-3
density ratio partner/polarized  16.0000
kF, polarized gas                1.2090 angstrom^-1
kF, unpolarized partner          2.4180 angstrom^-1
screening strength -v*chi0 at q=kF, w=kF^2 (a.u.) of each gas:
  polarized                      0.193856 (dimensionless)
  unpolarized partner            0.193856 (dimensionless)
ec polarized, logarithm          -0.93390 eV
ec polarized, coupling integral  -0.93390 eV
ec unpolarized partner           -1.86781 eV
half of the partner energy       -0.93390 eV
ec polarized, converted          -0.034320 hartree
ec unpolarized partner, conv.    -0.068641 hartree
relative mismatch of relation    2.6e-08
worst relative error of chi      1.6e-15
TABLE: radius (angstrom); ec pol, half ec partner, ec unpol at same
radius (eV); ratio pol/unpol at same radius
1.0  -1.17467  -1.17467  -1.71766  0.6839
2.0  -0.93390  -0.93390  -1.30471  0.7158
4.0  -0.71785  -0.71785  -0.95568  0.7511
PERIODIC BOX, second order, per electron (7 pol / 14 unpol electrons)
direct, polarized                -0.94255 eV
direct, unpolarized partner      -1.88510 eV
exchange, polarized              0.61812 eV
exchange, unpolarized partner    0.61812 eV
sum, polarized                   -0.32443 eV
half of sum, partner             -0.63349 eV
```
